# Thermionic emission of massless Dirac carriers over a line barrier

A graphene sheet can be joined along its edge to a single-layer semiconductor. The contact is then a line, and the carriers that reach it from the graphene side are massless. If the semiconductor offers no states until the electron energy reaches a threshold $\Phi$, the current at low bias is carried by the thermal tail above $\Phi$. The barrier can be extracted from such a current by plotting $\ln(J/T^p)$ against $1/T$, which needs the right power $p$. The question is what the Dirac spectrum and the line geometry do to the prefactor.

## The model

Energies are counted from the Dirac point of the emitting sheet. Its electrons have $E=\hbar v k$, where $k=|\mathbf k|$, and degeneracy $g$ (spin times valley, 4 for graphene). They are in equilibrium at temperature $T$ and chemical potential $\mu$. The line lies along $y$, and emission is towards $+x$. The current $J$ is a magnitude per unit length of line, with $e>0$; the electric current points against the electron flow.

The barrier is idealized: its transmission is 1 for $E>\Phi$ and 0 for $E<\Phi$, at every angle of incidence, with $\Phi\ge 0$. The threshold is thus set on the total energy. I also take $\Phi-\mu\gg k_BT$, so that above threshold the Fermi function is the Boltzmann factor $e^{-(E-\mu)/k_BT}$. The result is

$$J=\frac{g e}{2\pi^2\hbar^2 v}\,k_BT\,(\Phi+k_BT)\,e^{-(\Phi-\mu)/k_BT}. \tag{1}$$

An electrostatic step within the sheet is not such a barrier. At normal incidence the Hamiltonian is $\hbar v\sigma_xk_x+U(x)$, which commutes with $\sigma_x$. The velocity $v\sigma_x$ is then conserved and nothing is reflected, however high $U$ is. In the contact considered here, the blocking below $\Phi$ comes from the gap of the semiconductor beyond the line.

## First derivation: counting arrivals

The Dirac Hamiltonian is $H=\hbar v(\sigma_xk_x+\sigma_yk_y)$, and the velocity operator along $x$ is $\partial H/\partial(\hbar k_x)=v\sigma_x$. For $\mathbf k=k(\cos\theta,\sin\theta)$ the state of energy $+\hbar vk$ is $(1,e^{i\theta})/\sqrt2$. Its mean velocity is

$$v_x=\frac v2\left(e^{i\theta}+e^{-i\theta}\right)=v\cos\theta .$$

The speed does not grow with energy. A hotter carrier arrives no faster than a cold one.

There are $g\,d^2k/(2\pi)^2$ states per unit area, each occupied with probability $f(E)$. Those with $v_x>0$ reach the line at a rate $v_x$ times their density, so

$$J=ge\int_{v_x>0,\;E>\Phi}\frac{d^2k}{(2\pi)^2}\,v\cos\theta\,f(E).$$

In polar coordinates $d^2k=k\,dk\,d\theta$. Since $k=E/\hbar v$, we have $k\,dk=E\,dE/(\hbar v)^2$. The angular integral is $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$. Therefore

$$J=\frac{ge}{4\pi^2}\,\frac{2v}{(\hbar v)^2}\int_\Phi^\infty E f\,dE=\frac{ge}{2\pi^2\hbar^2v}\int_\Phi^\infty E f(E)\,dE. \tag{2}$$

Now insert the Boltzmann factor and write $E=\Phi+u$:

$$\int_\Phi^\infty E f\,dE=e^{-(\Phi-\mu)/k_BT}\int_0^\infty(\Phi+u)e^{-u/k_BT}du .$$

The two parts are $\Phi k_BT$ and $(k_BT)^2$. Their sum is $k_BT(\Phi+k_BT)$, which gives (1).

## Second derivation: counting channels

Take a line of length $W$, long enough for $k_y$ to be continuous. There are $gW\,dk_y/2\pi$ channels in $dk_y$. Within one channel, the states moving right have density $dk_x/2\pi$ per unit length and velocity $\partial E/\partial(\hbar k_x)$. The product is

$$\frac{dk_x}{2\pi}\,\frac1\hbar\frac{\partial E}{\partial k_x}=\frac{dE}{2\pi\hbar},$$

so each open channel carries $e f\,dE/(2\pi\hbar)$, whatever its dispersion.

In the conduction band, a channel of given $k_y$ has no states below $\hbar v|k_y|$, and the barrier passes none below $\Phi$. It conducts from the larger of the two, $E_0(k_y)=\max(\Phi,\hbar v|k_y|)$. Its energy integral is

$$\int_{E_0}^\infty e^{-(E-\mu)/k_BT}dE=k_BT\,e^{-(E_0-\mu)/k_BT}.$$

Summing over channels and dividing by $W$ gives

$$J=\frac{ge\,k_BT}{4\pi^2\hbar}\,e^{\mu/k_BT}\int_{-\infty}^{\infty}dk_y\,e^{-E_0(k_y)/k_BT}.$$

The range of $k_y$ splits at $|k_y|=\Phi/\hbar v$. Inside, the integrand is constant; outside, it decays:

$$\int dk_y\,e^{-E_0/k_BT}=\frac{2\Phi}{\hbar v}e^{-\Phi/k_BT}+2\int_{\Phi/\hbar v}^{\infty}e^{-\hbar vk_y/k_BT}dk_y=\frac{2(\Phi+k_BT)}{\hbar v}e^{-\Phi/k_BT}.$$

Multiplication by the factor in front returns (1).

This route says what the two terms are. The term $\Phi$ comes from channels that already exist in the sheet when the barrier opens. The term $k_BT$ comes from channels whose own lowest energy lies above $\Phi$. It also shows why $\Phi$ in the prefactor is counted from the Dirac point while the exponent holds $\Phi-\mu$: the number of channels depends on the distance from the Dirac point, and their occupation on the distance from the chemical potential.

## What each derivation assumes

Both use equilibrium in the emitter, the Boltzmann tail and unit transmission. They differ in what they need from the spectrum and in what they reveal about the barrier.

The first needs the velocity of every state, and its angular integral factors out because the spectrum is isotropic and the transmission does not depend on angle. It extends directly to a barrier with an angle-dependent transmission $\tau(E,\theta)$, which goes under the integral. Since $0\le\tau\le1$, equation (1) is an upper bound for any barrier closed below $\Phi$.

The second never needs the velocity, which cancels against the density of states. It needs just the lowest energy of each channel. It also raises a question that the first leaves hidden: where do the transmitted electrons go? Current conservation forbids the total transmission at energy $E$ from exceeding the number of channels on either side. The emitter has $gE/(\pi\hbar v)$ channels per unit length. Unit transmission for all of them requires at least as many in the collector.

For $\Phi>0$, a two-dimensional collector with a parabolic band starting at $\Phi$ fails this test near threshold. Its wave number is $k_c=\sqrt{2m(E-\Phi)}/\hbar$, which vanishes there. Suppose that $k_y$ is conserved, that the valleys are aligned and equally degenerate, and that every channel open on both sides transmits fully. The factor $E/\hbar v$ in (2) is then replaced:

$$J_c=\frac{ge}{2\pi^2\hbar}\int_\Phi^\infty\min\!\left(\frac{E}{\hbar v},\,k_c\right)f\,dE. \tag{3}$$

If the interface scrambles $k_y$, the same expression is an upper bound, because it counts the smaller number of channels at each energy. When $k_BT$ is far below the height above threshold, $E-\Phi$, at which the two numbers first match, $k_c$ is the smaller throughout the thermal tail, and $\int_0^\infty\sqrt u\,e^{-u/k_BT}du=\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}$ gives a $T^{3/2}$ prefactor. The form $T(\Phi+k_BT)$ therefore describes a contact limited by the emitter's channels.

The energy rule matters as much. Suppose the barrier instead required $\hbar vk_x>\Phi$. At fixed $k_y$, $v_x\,dk_x=dE/\hbar$, and the lowest energy is $\sqrt{\Phi^2+(\hbar vk_y)^2}$. The channel integral becomes

$$\int_{-\infty}^{\infty}dk_y\,e^{-\sqrt{\Phi^2+(\hbar vk_y)^2}/k_BT}=\frac{2\Phi}{\hbar v}K_1\!\left(\frac{\Phi}{k_BT}\right),$$

with $K_1$ the modified Bessel function. Thus $(\Phi+k_BT)e^{-\Phi/k_BT}$ is replaced by $\Phi K_1(\Phi/k_BT)$. For $\Phi\gg k_BT$, $K_1(a)\approx\sqrt{\pi/2a}\,e^{-a}$, and the current is multiplied by about $\sqrt{\pi k_BT/2\Phi}$, which is less than 1. That prefactor also varies as $T^{3/2}$.

## Limits, statistics and return flow

For $\Phi\gg k_BT$ the prefactor is nearly $\Phi k_BT$, linear in temperature. For $\Phi\ll k_BT$ it tends to $(k_BT)^2$. The second limit is compatible with the Boltzmann tail if $\mu$ lies several $k_BT$ below the Dirac point, as in a hole-doped sheet. In general the local exponent is

$$\frac{d\ln[T(\Phi+k_BT)]}{d\ln T}=1+\frac{k_BT}{\Phi+k_BT},$$

which lies between 1 and 2 and reaches 2 at $\Phi=0$.

To see what Fermi statistics changes, let $\eta=(\mu-\Phi)/k_BT<0$ and expand $f=\sum_{n\ge1}(-1)^{n+1}e^{-n(E-\mu)/k_BT}$. Each term is a Boltzmann factor at temperature $T/n$, so

$$\int_\Phi^\infty Ef\,dE=\sum_{n\ge1}(-1)^{n+1}\frac{k_BT}{n}\left(\Phi+\frac{k_BT}{n}\right)e^{n\eta}.$$

The term $n=1$ is the result above. The term $n=2$ is negative and smaller by a factor of order $e^\eta/2$, so (1) slightly overestimates the current.

Electrons also return from the collector. At a given energy let $M$ be the number of emitter channels, $R$ the total reflection back into them, and $\mathcal T_{\to}$, $\mathcal T_{\leftarrow}$ the total transmissions. Everything sent in from the emitter comes out somewhere, so $M=R+\mathcal T_\to$. With all incoming channels filled, unitarity also fills every outgoing one, so $M=R+\mathcal T_\leftarrow$. Hence $\mathcal T_\to=\mathcal T_\leftarrow$. If the collector's chemical potential is lower by $eV$ and $\Phi$ is held fixed, the return current has the same prefactor and

$$J_{\rm net}=J\left(1-e^{-eV/k_BT}\right).$$

## Reading a barrier from the temperature dependence

Let $\beta=1/k_BT$. From (1), apart from constants,

$$\ln\frac{J}{T^p}=-\beta(\Phi-\mu)+(p-1)\ln\beta+\ln(\Phi+1/\beta).$$

With $\Phi$ and $\mu$ fixed, the apparent barrier is minus the slope against $\beta$:

$$E_p=\Phi-\mu+(1-p)k_BT+\frac{(k_BT)^2}{\Phi+k_BT}. \tag{4}$$

The last term follows from $d(1/\beta)/d\beta=-(k_BT)^2$. For $p=1$ it is the whole error, and it is small when $\Phi\gg k_BT$.

## A worked contact

Take round values in the regime of a graphene edge contact: $v=10^6$ m/s, $g=4$, $\Phi=0.40$ eV, $\mu=0.10$ eV and $T=300$ K. Then $k_BT=0.02585$ eV, $\hbar v=0.658$ eV nm and $\Phi+k_BT=0.42585$ eV. The coefficient $gek_B/(2\pi^2\hbar^2v)$ is 6.458 µA/(µm K eV), so the prefactor is

$$6.458\times300\times0.42585=825\ \text{µA/µm}.$$

The Boltzmann factor is $e^{-0.30/0.02585}=9.12\times10^{-6}$. The product is $J=7.5$ nA/µm, or $7.5\times10^{-3}$ A/m. With the collector's chemical potential 0.05 eV lower, the net current is 6.4 nA/µm.

The term $k_BT$ supplies 6% of the prefactor, whose local exponent is 1.06. Using $\Phi-\mu$ in place of $\Phi$ in the prefactor would multiply the current by 0.77. The rule $\hbar vk_x>\Phi$ would multiply it by 0.31. At fixed $\Phi$ and $\mu$, the current is 0.61 nA/µm at 250 K, 47 nA/µm at 350 K and 186 nA/µm at 400 K.

The true barrier $\Phi-\mu$ is 300 meV. Equation (4) gives apparent barriers of 301.6 meV for $p=1$, 288.6 meV for $p=3/2$ and 275.7 meV for $p=2$. For these values and unit transmission above $\Phi$, $p=1$ is the best of the three, provided that $\Phi$ and $\mu$ stay fixed during the temperature sweep. A shortage of collector channels changes this ranking: for the collector treated below, (3) has a local exponent of 1.35 at 300 K and gives apparent barriers of 309, 296 and 283 meV for $p=1$, $3/2$ and $2$, so $p=3/2$ is then the best of the three.

## What the idealization leaves out

The following effects are estimated one at a time for the same contact. Their factors should not be multiplied together, since several of them reshape the same barrier.

**Statistics.** The Boltzmann form exceeds the Fermi result by 0.0004% here. If $\Phi-\mu$ were just $2k_BT$, the excess would be 6.4%.

**Collector channels.** For a collector mass of half the free-electron mass and fourfold degeneracy, the channel numbers match 33 meV above threshold. This is comparable with $k_BT$, so the shortage affects much of the thermal tail. Numerical integration of (3) gives 0.73 of the ideal current. For a real pair of lattices the valleys need not line up: the K points of graphene and MoS$_2$ differ by about 3.8 nm$^{-1}$, against wave numbers near 0.66 nm$^{-1}$ here. The factor 0.73 is then an upper bound for this collector.

**Tunnelling.** Let the barrier fall linearly with force $F$ beyond its top. An electron at depth $d$ below the top has the WKB exponent

$$2\int_0^{d/F}\frac{\sqrt{2m(d-Fx)}}{\hbar}dx=\frac{4\sqrt{2m}\,d^{3/2}}{3\hbar F}.$$

At 0.1 MV/cm, with the same mass and the transverse energy ignored, integration over energies below $\Phi$ gives an extra current of about 0.8 $J$. Conserved transverse momentum would raise the barrier for oblique electrons and reduce this figure. WKB is also rough close to the top, so the estimate shows the size of the effect and little more.

**Image lowering.** In front of a planar conductor the barrier energy is $\Phi-A/x-Fx$, with $A=e^2/(16\pi\varepsilon_0\varepsilon_r)$. Its maximum lies at $x=\sqrt{A/F}$, lower than $\Phi$ by $2\sqrt{AF}$. For $\varepsilon_r=4$ and the same field this is 60 meV, which would raise the current 8.7 times. A sheet edge fills less space than a planar conductor and attracts the electron less, by a factor $2/\pi$ for a conducting half-plane, so in a uniform dielectric and a uniform field the lowering would be 48 meV. The field near a conducting edge is not uniform, however: it grows as $x^{-1/2}$. Across a coplanar gap of 20 to 30 nm with the same mean field, the lowering is about 70 to 80 meV, so the planar figures are an estimate of size and not a bound. If $\Phi$ already denotes the actual top of the barrier, the lowering is included, but $\Phi$ then depends on bias.

**Moving chemical potential.** A gate behind a thick dielectric tends to fix the carrier density, not $\mu$. The density that gives $\mu=0.10$ eV at zero temperature is $g\mu^2/[4\pi(\hbar v)^2]=7.3\times10^{11}$ cm$^{-2}$. Because the density of states rises with energy, $\mu$ must fall on warming to keep the number of electrons minus holes constant. Solving that condition numerically gives 88.8 meV at 300 K, and the current drops to 0.65 of its former value. The apparent barrier for $p=1$, which is minus the slope against $\beta$, acquires a term $T\,d\mu/dT$, which is negative. It becomes 291 meV, although $\Phi-\mu$ at 300 K is now 311 meV. Here the drift of $\mu$ disturbs the analysis more than the term $k_BT$ in the prefactor does.

Set beside a real graphene edge contact, the velocity is close to the usual rough value, and the density is on the low side for a gated sheet. The barrier varies widely with the semiconductor, the gate and the quality of the edge, so 7.5 nA/µm is an illustration and not a prediction for a device. Unit transmission at all angles is unlikely to hold: the channel shortage alone removes about a quarter of the current in this example, and reflection removes more even at an ordered edge. An abrupt junction to a gapped Dirac band of the same mass, with a continuous spinor, conserved $k_y$ and aligned valleys, passes only about a fifth of (1), with a local exponent near 1.7. Field effects act the other way and may be larger. Band warping and series resistance have not been sized. Because the current depends exponentially on $\Phi-\mu$, a measured magnitude tests the prefactor only if the barrier is known independently to well within $k_BT$.

Numerical values quoted here were computed with a short program.
